# Predictor-Corrector Propagation of Kadanoff-Baym Equations for a Hubbard Dimer

## The problem

Two coupled sites hold interacting electrons in thermal equilibrium. At $t=0$ the level of site 1 is suddenly raised, and charge begins to oscillate between the sites. We follow the one-particle Green's function instead of the full many-body state. Because the electrons interact, a closed equation for this function contains its history since $t=0$; because the initial state is already correlated, it also contains the correlations present at $t=0$. A numerical solution of this equation must carry both. Its step errors should create no particles, and any energy they create should vanish as the step is refined.

With $\hbar=k_B=1$,

$$H=-J\sum_\sigma(c_{1\sigma}^\dagger c_{2\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow}+w\,\theta(t)\,n_1 .$$

Energies are in units of $J$ and times in $1/J$. The initial density operator is $e^{-\beta K}/Z$ with $K=H(0^-)-\mu N$. Spin symmetry is assumed, so all matrices are $2\times2$ in the sites, for one spin; $h$ is the one-body matrix.

## Equations on the contour

Let the contour run from $0$ out along real time, back to $0$, then down to $-i\beta$. Define $G_{ij}(z,z')=-i\langle T c_i(z)c_j^\dagger(z')\rangle$.

An up electron sees the potential $Un_{i\downarrow}$. Its mean gives $h_H=h+U\,\mathrm{diag}(\rho_{ii})$, with $\rho=-iG^<(t,t)$. Its fluctuation $\delta n_{i\downarrow}$ gives, at second order, $\Sigma_{ij}=U^2\langle T\delta n_{i\downarrow}(z)\delta n_{j\downarrow}(z')\rangle G_{ij}(z,z')$. Wick's theorem turns the correlator into

$$\langle Tc_i(z)c_j^\dagger(z')\rangle\langle Tc_i^\dagger(z)c_j(z')\rangle=[iG_{ij}(z,z')][-iG_{ji}(z',z)],$$

so that

$$\Sigma_{ij}(z,z')=U^2G_{ij}(z,z')^2G_{ji}(z',z).$$

This is the second Born approximation. Evaluated with the self-consistent $G$, it leaves out terms from order $U^3$.

**Real times.** For $G^<(t,t')$, $t$ precedes $t'$ on the contour. Splitting $\int d\bar z\,\Sigma(t,\bar z)G(\bar z,t')$ at $t$ and $t'$ gives

$$\int_0^t\!\Sigma^>G^<+\int_t^{t'}\!\Sigma^<G^<-\int_0^{t'}\!\Sigma^<G^>-i\int_0^\beta\!\Sigma^\rceil G^\lceil d\tau .$$

The last factor comes from $d\bar z=-i\,d\tau$. Writing $\int_t^{t'}=\int_0^{t'}-\int_0^t$ and collecting terms, and repeating the split for $G^>$, one obtains $i\partial_tG^\gtrless=h_HG^\gtrless+I^\gtrless$ with

$$I^\gtrless(t,t')=\int_0^t\!\Sigma^RG^\gtrless ds+\int_0^{t'}\!\Sigma^\gtrless G^Ads-i\int_0^\beta\!\Sigma^\rceil G^\lceil d\tau .$$

Here $\Sigma^R=\Sigma^>-\Sigma^<$ for $s<t$, and $G^A=G^<-G^>$ for $s<t'$. The definition also gives $G^\gtrless(t',t)=-G^\gtrless(t,t')^\dagger$, hence

$$\Sigma^\gtrless_{ij}(t,t')=-U^2\,G^\gtrless_{ij}(t,t')^2\,G^\lessgtr_{ij}(t,t')^* .$$

**Mixed times.** Let $G^\rceil(t,\tau)=G(t,-i\tau)$, $G^\lceil(\tau,t)=G(-i\tau,t)$ and $G(-i\tau,-i\tau')=iG^M(\tau-\tau')$. On the vertical track $(-i)(i)=1$, so

$$i\partial_tG^\rceil=h_HG^\rceil+\int_0^t\!\Sigma^RG^\rceil ds+\int_0^\beta\!\Sigma^\rceil(t,\tau')G^M(\tau'-\tau)d\tau' .$$

Complex conjugation of $G^\rceil_{ij}(t,\beta-\tau)=i\langle e^{(\beta-\tau)K}c_j^\dagger e^{-(\beta-\tau)K}c_i(t)\rangle$ and cyclic permutation of the trace give $-i\langle e^{\tau K}c_je^{-\tau K}c_i^\dagger(t)\rangle$. Therefore $G^\lceil(\tau,t)=G^\rceil(t,\beta-\tau)^\dagger$, and $G^\lceil$ need not be propagated.

**Initial values.** Inserting the vertical-track definitions in Dyson's equation produces $i^3(-i)^2=i$ in the correction, so $G^M=G_H+G_H*\Sigma^M*G^M$. With $\epsilon=h_H-\mu$,

$$G_H(\tau)=-\frac{e^{-\epsilon\tau}}{1+e^{-\beta\epsilon}},\qquad \Sigma^M_{ij}(\tau)=U^2G^M_{ij}(\tau)^2G^M_{ji}(\beta-\tau).$$

The second formula uses $i\Sigma^M=U^2i^3(G^M_{ij})^2G^M_{ji}(-\tau)$ and $G^M(-\tau)=-G^M(\beta-\tau)$. The equations are iterated with $\rho=-G^M(\beta^-)$. Then $G^<(0,0)=i\rho$, $G^>(0,0)=i\rho-i$, and $G^\rceil(0,\tau)=-iG^M(\beta-\tau)$.

The functions are interpolated at $M$ Gauss-Legendre nodes on $(0,\beta)$. Since $G^M$ jumps at zero argument, each convolution is split there. On each part the integrand is a product of two polynomials of degree $M-1$, and an $M$-point Gauss rule integrates its degree $2M-2$ exactly.

## The time step

Variation of constants over one step $\Delta$ gives $G_{n+1}=VG_n-i\int V(t_{n+1},s)I(s)\,ds$. The trapezoidal rule turns this into

$$G_{n+1}=V\left[G_n-\tfrac{i\Delta}{2}I_n\right]-\tfrac{i\Delta}{2}I_{n+1},\qquad V=e^{-i\bar h\Delta},$$

where $\bar h$ is the average of $h_H$ at both ends. This applies to $G^\gtrless(t,t')$ for every stored $t'\le t_n$ and to $G^\rceil(t,\tau)$ at every node. Symmetry supplies the new column.

At equal times both arguments move. With $\partial_1G^<=-i(h_HG^<+I^<)$ and $\partial_2G^<(t,t)=-[\partial_1G^<(t,t)]^\dagger$,

$$\frac{d}{dt}G^<(t,t)=-i[h_H,G^<]-iS,\qquad S=I^<+I^{<\dagger}.$$

The corresponding step for $D_n=G^<(t_n,t_n)$ is

$$D_{n+1}=V\left[D_n-\tfrac{i\Delta}{2}S_n\right]V^\dagger-\tfrac{i\Delta}{2}S_{n+1},$$

and $G^>(t,t)=G^<(t,t)-i$ follows from the anticommutator.

1. Predict with $\bar h=h_H(t_n)$, replacing $I_{n+1}$ by $VI_n$ and $S_{n+1}$ by $VS_nV^\dagger$.
2. Evaluate $I_{n+1}$ and the new $\bar h$ from the predicted functions.
3. Correct, and repeat the evaluation. Two correctors are used here, so each step has three evaluations of $I$.

**Order of the error.** For smooth integrands the predictor has a local error $O(\Delta^2)$. It enters the corrector through $\tfrac\Delta2I_{n+1}$ and $\Delta\bar h$, so it contributes $O(\Delta^3)$, as does the trapezoidal rule for the step. The history integrals have trapezoidal errors $O(\Delta^2)$, also multiplied by $\Delta$. Summing $T/\Delta$ steps gives a global error $O(\Delta^2)$ at fixed $T$. Without correctors it is $O(\Delta)$. For $U=0$, $I=0$ and $h$ is constant after the quench, so the step is exact apart from rounding.

## Particle number

Write $a=G^>_{ij}(t,s)$ and $b=G^<_{ij}(t,s)$. At equal outer times the real-time part of $I^<$ is $\int_0^t(\Sigma^>G^<-\Sigma^<G^>)ds$. Since $G^<_{ji}(s,t)=-b^*$ and $\Sigma^>_{ij}=-U^2a^2b^*$, its site-diagonal integrand is

$$U^2\sum_j(a^2b^{*2}-b^2a^{*2}),$$

a difference of complex conjugates and hence imaginary.

For the mixed part let $g(\tau)=G^\rceil_{ij}(t,\tau)$. Then $\Sigma^\rceil_{ij}G^\lceil_{ji}=f(\tau)$ with $f(\tau)=U^2g(\tau)^2[g(\beta-\tau)^*]^2$, and $f(\beta-\tau)=f(\tau)^*$. A quadrature with weights symmetric under $\tau\to\beta-\tau$ gives a real sum, which the prefactor $-i$ makes imaginary.

Thus $S_{ii}=0$, even when the functions inserted are only predictions. Since $V$ is unitary, the trace of the discrete equal-time step gives $\mathrm{tr}\,D_{n+1}=\mathrm{tr}\,D_n$. Number conservation therefore holds to rounding at any $\Delta$ for which the propagation stays bounded, and says nothing about the accuracy of the step. It does not make the step stable: with the parameters of the example below, the predictor alone diverges within 60 steps of $\Delta=0.5/J$.

For $n_1=2\rho_{11}$ the continuous equation reduces to

$$\dot n_1=-2i[h_H,\rho]_{11}=2iJ(\rho_{21}-\rho_{12})=4J\,\mathrm{Im}\,\rho_{12}.$$

Collisions change the current through $\rho_{12}$, but do not create charge on a site.

## Energy

The equation of motion contains $iU\langle n_{i\uparrow}n_{i\downarrow}\rangle$ where the approximate one has $iU\rho_{ii}^2+I^<_{ii}(t,t)$. Hence

$$E=2\,\mathrm{tr}(h\rho)+\sum_iU\rho_{ii}^2+E_c,\qquad E_c=-i\,\mathrm{tr}\,I^<(t,t).$$

For $t>0$, $h$ is constant. From $\dot\rho=-i[h_H,\rho]-S$ the first two terms change at the rate

$$2\,\mathrm{tr}(h_H\dot\rho)=-2\,\mathrm{tr}(h_HS)=-4\,\mathrm{Re}\,\mathrm{tr}(h_HI^<).$$

To differentiate $E_c$, first take the upper limit $s=t$. There $a=b$ for $i\ne j$, and both are imaginary for $i=j$, so $a^2b^{*2}-b^2a^{*2}=0$. The remaining derivative acts on the Green's functions. With $\Sigma^>_{ij}=-U^2a^2b^*$ and $\Sigma^<_{ij}=-U^2b^2a^*$,

$$U^2\partial_t(a^2b^{*2}-\text{c.c.})=-2(\Sigma^>_{ij}\dot b^*-\Sigma^<_{ij}\dot a^*)+2(\Sigma^>_{ij}\dot b^*-\Sigma^<_{ij}\dot a^*)^* .$$

Let $B$ be $I^<(t,t)$ with the derivative acting on the second time of $G$. Because $-\dot b^*=\partial_tG^<_{ji}(s,t)$, and likewise for $a$, the real-time part contributes $2(\mathrm{tr}B-\mathrm{tr}B^*)$ to $\partial_t\mathrm{tr}I^<$. In the mixed part, put $Y=\Sigma^\rceil_{ij}\partial_tG^\lceil_{ji}$. The two factors of $f$ give $\int\dot f=2\int(Y+Y^*)$, after $\tau\to\beta-\tau$ in one term. Multiplied by $-i$, this has the same form. Therefore $\dot E_c=4\,\mathrm{Im}\,\mathrm{tr}B$.

The adjoint equation of motion is $\partial_{t'}G=i(Gh_H+G\Sigma)$, products including contour integration. It gives

$$\dot E_c=4\,\mathrm{Re}\,\mathrm{tr}(I^<h_H)+4\,\mathrm{Re}\,\mathrm{tr}(\Sigma G\Sigma)^<(t,t).$$

The first term cancels the rate above. The second vanishes because $(\Sigma G\Sigma)^<$ is anti-Hermitian at equal times:

- Taking the adjoint exchanges $\Sigma^RG^R\Sigma^<$ with minus $\Sigma^<G^A\Sigma^A$, and maps $\Sigma^RG^<\Sigma^A$ to minus itself.
- With $\tau\to\beta-\tau$, it exchanges $-i\int\Sigma^RG^\rceil\Sigma^\lceil$ with minus $-i\int\Sigma^\rceil G^\lceil\Sigma^A$, and maps $-i\iint\Sigma^\rceil G^M\Sigma^\lceil$ to minus itself.

So $\dot E=0$ in the continuous second Born equations. The proof used differentiation under the history integral, which the discrete sums obey only approximately. The discrete energy therefore inherits the global $O(\Delta^2)$ error.

The cancellation also survives if every mixed term is removed. That calculation starts from an uncorrelated state with the same $\rho$ and conserves its own, different energy. A constant energy thus cannot show that the initial correlations are right.

## Cost

At row $n$, counted from zero, the history integrals need four products of a $2\times2(n+1)$ matrix with a square matrix of side $2(n+1)$. Each takes $8(n+1)^2$ complex multiplications, together $32(n+1)^2$. Two further products join real and imaginary times and take $16M(n+1)$; the purely imaginary-time product takes $8M^2$. With $m=n+1$ and three evaluations per step,

$$W(N)=32+16M+8M^2+3\sum_{m=2}^{N+1}(32m^2+16Mm+8M^2).$$

Since $\sum_{m=1}^{N+1}m^2=N^3/3+3N^2/2+\dots$, the leading terms are

$$W\simeq32N^3+(144+24M)N^2 .$$

The mixed components are quadratic in $N$ at fixed $M$, and storage is $O(N^2)$. At fixed $T$, halving $\Delta$ divides the error by about four and multiplies the leading work by eight, so work grows as (error)$^{-3/2}$.

## Worked example

Take $U=1\,J$, $w=1\,J$, $\beta=3/J$, $\mu=-0.8\,J$, $T=6/J$ and $M=24$. The dimer then holds $N_e=0.984$ electrons, away from half filling, where particle-hole symmetry could fix the number by itself. The numerical output lists all values.

**Conservation.** Raising site 1 adds $wn_1=0.492\,J$ to the equilibrium energy $-0.906\,J$, giving $-0.413\,J$ after rounding. The subsequent drifts are:

| $\Delta$ ($1/J$) | energy drift ($J$) | drift$/\Delta^2$ ($J^3$) |
|---|---:|---:|
| 0.100 | $1.80\times10^{-4}$ | 0.0180 |
| 0.050 | $4.57\times10^{-5}$ | 0.0183 |
| 0.025 | $1.14\times10^{-5}$ | 0.0182 |

The last column is nearly constant, as second order requires. The smallest drift is $1.6\times10^{-4}$ of the initial second Born value of $E_c$, the correlated part of the interaction energy, whose magnitude is $0.069\,J$.

The number drifts by about $3\times10^{-15}$. It does so even with the predictor alone at $\Delta=0.05/J$, although the energy drift is then $6.1\times10^{-3}\,J$, about 130 times that of the corrected run. Multiplying the $\tau$ weights in $\int\Sigma^\rceil G^\lceil d\tau$ by $1+0.2(2\tau/\beta-1)$ breaks their symmetry, and in the corrected run at $\Delta=0.1/J$ the number then drifts by $0.021$, or 2% of $N_e$. In the finest run a centred difference of $n_1$ agrees with $4J\,\mathrm{Im}\rho_{12}$ within $2.5\times10^{-4}\,J$; this mismatch includes the differencing error.

**Initial correlations.** Without a quench, the density matrix should stand still. At $\Delta=0.05/J$ its largest element change is $4.4\times10^{-5}$ with the mixed terms and $1.3\times10^{-2}$ without them. The latter run nevertheless holds its energy within $1.7\times10^{-4}\,J$. Its starting energy is $-0.836\,J$ instead of $-0.906\,J$; the difference is the missing $E_c$, since both runs start from the same density matrix.

**Step error and model error.** Halving $\Delta$ changes $n_1(t)$ by at most $9.2\times10^{-4}$, then $2.3\times10^{-4}$. For a second-order error the remainder is a third of the last change, about $8\times10^{-5}$. At $t=6/J$ second Born gives $n_1=0.3616$, while exact diagonalization of the same Hamiltonian gives $0.3678$. The difference, $6.2\times10^{-3}$, is some 80 times the estimated step error, so a finer step would not cure it.

At weak coupling the approximation can be checked by its order. After extrapolation in $\Delta$, the largest error in the two-time functions at $t=3/J$ is $6.8\times10^{-6}$ for $U=0.05\,J$ and $5.5\times10^{-5}$ for $U=0.10\,J$. The ratio $8.1$ is close to $2^3$, as expected when the first missing term is of order $U^3$. Omitting the mixed terms at $U=0.10\,J$ raises the error to $8.4\times10^{-4}$. These results hold at fixed, short times. They do not justify second Born at strong coupling, where the neglected orders need not be small, nor at long times. Continued to $t=40/J$ with the same $U=1\,J$, the self-consistent solution damps the charge oscillation that persists in the exact dimer: over $32\le Jt\le40$ the range of $n_1$ is about $0.01$ against the exact $0.26$, and the error in $n_1$ exceeds $0.1$, far above the step error. Conservation of number and energy does not prevent this artificial damping.

**Work.** Scalars that register each multiplication give 193568, 572576, 1240352 and 2295200 for 8, 16, 24 and 32 steps. A third difference removes all terms below the cubic:

$$\frac{2295200-3(1240352)+3(572576)-193568}{6\cdot8^3}=\frac{98304}{3072}=32 .$$

For $M=24$ the quadratic coefficient is $144+576=720$, so the cubic term overtakes the quadratic one near $N=720/32\approx23$. At $N=240$ it supplies $4.42\times10^8$ of $4.88\times10^8$ multiplications. The remaining lower-order work explains why doubling $N$ from 120 to 240 raises the count by $7.2$ rather than $8$. The measured processor time rises by $6.8$ in that interval, but by only $2.5$ from 60 to 120 steps; fixed overhead per operation is a plausible, untested reason. The multiplication count therefore establishes the cubic law more clearly than these short timings do.

## Table of computed values

```
Hopping J = 1.0 (energy unit); time unit 1/J
U = 1.0 J, quench = 1.0 J, mu = -0.8 J, beta = 3.0 /J
Final time = 6.0 /J; tau nodes = 24; correctors = 2
Initial bond density rho12 per spin = 0.239342
Initial correlation energy = -0.069371 J
Finest run: time (1/J), n1 second Born, n1 exact, N, energy (J)
  0.0  0.492147  0.492744  0.984295  -0.413486
  1.5  0.155797  0.151546  0.984295  -0.413491
  3.0  0.448136  0.450219  0.984295  -0.413480
  4.5  0.226952  0.221272  0.984295  -0.413490
  6.0  0.361563  0.367804  0.984295  -0.413482
Steps, dt (1/J), max number drift, max energy drift (J)
  60  0.100  3.0e-15  1.800e-04
  120  0.050  2.3e-15  4.568e-05
  240  0.025  3.2e-15  1.140e-05
Energy-drift ratios on halving dt: 3.940, 4.006
Max n1 changes on halving dt: 9.208e-04, 2.309e-04; ratio 3.988
Max continuity mismatch, finest run = 2.47e-04 J
Predictor only, 120 steps: number drift = 3.2e-15
Predictor only, 120 steps: energy drift = 6.096e-03 J
Asymmetric tau rule, 60 steps: number drift = 2.081e-02
No quench, 120 steps: max density-matrix drift per spin
  with mixed terms = 4.427e-05
  without mixed terms = 1.341e-02
No quench, without mixed terms: energy drift = 1.663e-04 J
No quench, initial energy with / without mixed terms = -0.905633 / -0.836262 J
Errors against exact diagonalization at t = 3 /J (dimensionless)
  U = 0.05 J: two-time 6.786e-06, mixed 6.710e-06
  U = 0.10 J: two-time 5.504e-05, mixed 5.441e-05
Error ratios on doubling U: two-time 8.110, mixed 8.109
Two-time error at U = 0.10 J without mixed terms = 8.437e-04
Counted multiplications for 8, 16, 24, 32 steps:
  193568, 572576, 1240352, 2295200
Measured cubic coefficient = 32.000 multiplications/step^3
Steps, multiplications in matrix products, CPU time (s)
  60  10454624  0.086
  120  67560224  0.211
  240  487627424  1.440
Work ratios on doubling steps: 6.462, 7.218
```
